\section*{Starting-point sensitivity of a G0W0 energy: eigenvalues in G and W, and orbitals}

\section{Definitions and conventions}

A closed-shell finite system is described in a finite basis by a mean-field Hamiltonian $h(\lambda)$, where $\lambda$ labels the starting point. Its real orthonormal orbitals and eigenvalues satisfy $h\phi_p=\varepsilon_p\phi_p$. Indices $i,j$ denote occupied orbitals, $a,b$ empty ones, and $m,n,p,q$ any. Hartree atomic units are used in the derivation, with
\begin{equation}
(pq|rs)=\iint \frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\end{equation}
The Hartree--Fock operator built from the starting orbitals is
\begin{equation}
F_{pq}=h^{\rm core}_{pq}+\sum_j\left[2(pq|jj)-(pj|jq)\right]. \label{fock}
\end{equation}
It is generally not diagonal, because the orbitals are eigenfunctions of $h$ and not of $F$.

The diagonal $G_0W_0$ energy can be written as $\varepsilon_n$ minus the expectation value of the mean-field exchange-correlation potential plus that of the self-energy. Since $\varepsilon_n$ itself contains the core, Hartree and exchange-correlation terms, the potential cancels. With the self-energy split into exchange and correlation, what remains is
\begin{equation}
E_n=F_{nn}+\Sigma_n(E_n), \label{qp}
\end{equation}
where $\Sigma_n$ is the diagonal correlation part. The starting eigenvalues therefore enter only through $\Sigma_n$: through $G$ and through $W$. Equation \eqref{qp} is solved in full here. Linearizing it about $\varepsilon_n$ would add a dependence on the expansion point, and the formulas below would need extra terms.

\section{The self-energy in pole form}

Let $D$ be the diagonal matrix of gaps $D_{ia}=\varepsilon_a-\varepsilon_i>0$, let $K_{ia,jb}=(ia|jb)$, and let $u_m$ be the vector with elements $(nm|ia)$. In the random-phase approximation (RPA) the polarizability is, in the space of pairs $ia$, minus the diagonal matrix
\begin{equation}
\Pi(z)=\frac{4D}{D^2-z^2}=4\,(D-z^2D^{-1})^{-1}.
\end{equation}
Of the factor 4, one 2 is spin and the other comes from adding the resonant and antiresonant terms. The repeated screening series for $W-v$ is geometric:
\begin{align}
W^c_m(z)&=-u_m^T(\Pi-\Pi K\Pi+\dots)u_m=-u_m^T(\Pi^{-1}+K)^{-1}u_m\nonumber\\
&=-4\,u_m^TL(z)u_m,\qquad L(z)=\left[D+4K-z^2D^{-1}\right]^{-1}. \label{W}
\end{align}
The closed form also holds where the series does not converge, since it solves the screening equation directly.

The symmetric matrix $D^{1/2}(D+4K)D^{1/2}$ is positive definite, because $D>0$ and the Coulomb matrix $K$ has no negative eigenvalue. Let its orthonormal eigenvectors be $e_s$ and its eigenvalues $\Omega_s^2$, and define
\begin{equation}
t_s=\Omega_s^{-1/2}D^{1/2}e_s,\qquad y_s=\Omega_sD^{-1}t_s,\qquad w_{ms}=u_m^Tt_s. \label{vec}
\end{equation}
These are the usual RPA combinations $t=X+Y$ and $y=X-Y$. Since $L=D^{1/2}[D^{1/2}(D+4K)D^{1/2}-z^2]^{-1}D^{1/2}$,
\begin{equation}
L(z)=\sum_s\frac{\Omega_s\,t_st_s^T}{\Omega_s^2-z^2}. \label{L}
\end{equation}

The self-energy is $(i/2\pi)\int G(\omega+\omega')W^c(\omega')\,d\omega'$. Take $\omega$ first between the highest occupied and lowest empty eigenvalue. All poles in $\omega'$ then lie in the second and fourth quadrants, so the contour can be turned onto the imaginary axis, $\omega'=i\xi$. The two factors $i$ give a minus sign. With $q_m=\omega-\varepsilon_m$, and because $W^c$ is even in $\xi$, only the even part of $1/(q_m+i\xi)$ survives:
\begin{equation}
\Sigma_n=\sum_m T_m[W^c_m],\quad
T_m[f]=-\frac1{2\pi}\int_{-\infty}^{\infty}f(i\xi)\frac{q_m}{q_m^2+\xi^2}\,d\xi. \label{T}
\end{equation}
Let $\sigma_m=+1$ for occupied and $-1$ for empty $m$; in the gap this is the sign of $q_m$. From $\int d\xi\,[(a^2+\xi^2)(b^2+\xi^2)]^{-1}=\pi/[ab(a+b)]$ for $a,b>0$,
\begin{equation}
T_m\!\left[\frac1{\Omega_s^2-z^2}\right]=-\frac{1}{2\Omega_sd_{ms}},\qquad d_{ms}=q_m+\sigma_m\Omega_s. \label{Tpole}
\end{equation}
Inserting \eqref{W} and \eqref{L} gives
\begin{equation}
\Sigma_n(\omega)=2\sum_{ms}\frac{w_{ms}^2}{d_{ms}}. \label{sigma}
\end{equation}
This is a rational function of $\omega$, and it continues the result to real $\omega$ outside the gap, away from poles. The same continuation applies to the derivatives below.

\section{Separation of the first-order change}

Let $V=dh/d\lambda$ be the total derivative of the mean-field Hamiltonian, including the change of its own density. Suppose that the orbitals are non-degenerate, or that each degeneracy is due to a symmetry shared by all $h(\lambda)$. In the second case $V$ is a multiple of the unit matrix within each degenerate set, and the orbitals can be chosen so that they do not mix within the set. First-order perturbation theory gives
\begin{equation}
\frac{d\varepsilon_p}{d\lambda}=V_{pp},\quad
\frac{d\phi_q}{d\lambda}=\sum_pU_{pq}\phi_p,\quad
U_{pq}=\frac{V_{pq}}{\varepsilon_q-\varepsilon_p}, \label{pt}
\end{equation}
with $U_{pq}=0$ for $p=q$ and inside degenerate sets. Because $V$ is symmetric, $U$ is antisymmetric.

Regard $\Sigma_n$ as a function of four arguments: $\omega$, the eigenvalues in $G$, those in $W$, and the orbitals. Differentiating \eqref{qp} by the chain rule gives
\begin{equation}
\frac{dE_n}{d\lambda}=\frac{\partial\Sigma_n}{\partial\omega}\frac{dE_n}{d\lambda}+A_G+A_W+A_{\rm orb}.
\end{equation}
Collecting the terms in $dE_n/d\lambda$,
\begin{equation}
\boxed{\frac{dE_n}{d\lambda}=Z\,(A_G+A_W+A_{\rm orb}),\qquad Z=\frac1{1-\partial\Sigma_n/\partial\omega}} \label{main}
\end{equation}
where everything is evaluated at $\omega=E_n$. Each $A$ is a derivative with the other ingredients frozen; $A_{\rm orb}$ includes the change of $F_{nn}$. The parts add without cross terms because the change is first order. For a finite change of starting point, cross terms appear at second order and the separation is no longer unique.

\section{Eigenvalues in $G$}

In \eqref{sigma}, the eigenvalue $\varepsilon_m$ of $G$ appears only in $d_{ms}=\omega-\varepsilon_m+\sigma_m\Omega_s$. Its derivative is $-1$, and differentiating $1/d_{ms}$ supplies a second minus sign. With $a_{ms}=w_{ms}/d_{ms}$,
\begin{equation}
A_G=\sum_mp_mV_{mm},\qquad p_m=2\sum_sa_{ms}^2\ge0. \label{AG}
\end{equation}
The derivative with respect to $\omega$ has the opposite sign, $\partial\Sigma_n/\partial\omega=-\sum_mp_m$, so that
\begin{equation}
Z=\frac{1}{1+\sum_mp_m},\qquad Z\sum_mp_m=1-Z. \label{Zsum}
\end{equation}
The contribution $ZA_G$ is thus a sum of level shifts with non-negative weights $Zp_m$ that add up to $1-Z$. Its magnitude cannot exceed $(1-Z)\max_m|V_{mm}|$.

Adding a constant $c$ to $h$ illustrates this. The orbitals and the gaps in $W$ do not change, but \eqref{AG} and \eqref{Zsum} give, to first order in $c$,
\begin{equation}
\delta E_n=(1-Z)\,c. \label{shift}
\end{equation}
A constant in the starting potential has no effect on the density, yet it moves the $G_0W_0$ energy. The reason is that $F_{nn}$ has a fixed energy zero while the poles of $G$ move with $c$. The shift disappears when $Z=1$, that is, when the self-energy does not depend on frequency at $E_n$.

\section{Eigenvalues in $W$}

The matrix $L$ depends on $D$ and $K$. Both are varied here, since the variation of $K$ is needed for the orbitals. From $dL=-L\,d(L^{-1})L$ and \eqref{W},
\begin{equation}
dL=-L\left[4\,dK+dD+z^2D^{-2}dD\right]L; \label{dL}
\end{equation}
the sign of the last term follows from $d(-z^2D^{-1})=+z^2D^{-2}dD$. Insert \eqref{L} on both sides and keep $u_m$ fixed. By \eqref{vec}, $\Omega_s\Omega_t\,t_s^TD^{-2}dD\,t_t=y_s^TdD\,y_t$, so
\begin{equation}
dW^c_m=4\sum_{st}w_{ms}w_{mt}\,\frac{\Omega_s\Omega_t\,t_s^T(4dK+dD)t_t+z^2\,y_s^TdD\,y_t}{(\Omega_s^2-z^2)(\Omega_t^2-z^2)}. \label{dW}
\end{equation}

Two transforms $T_m$ are required. The index $m$ is suppressed in the next lines. For the first, use partial fractions,
\begin{equation}
\frac1{(\Omega_s^2-z^2)(\Omega_t^2-z^2)}=\frac{1}{\Omega_t^2-\Omega_s^2}\left[\frac1{\Omega_s^2-z^2}-\frac1{\Omega_t^2-z^2}\right],
\end{equation}
and apply \eqref{Tpole} to each term:
\begin{align}
f_{st}&\equiv T\!\left[\frac{\Omega_s\Omega_t}{(\Omega_s^2-z^2)(\Omega_t^2-z^2)}\right]
=-\frac{\Omega_td_t-\Omega_sd_s}{2(\Omega_t^2-\Omega_s^2)d_sd_t}\nonumber\\
&=-\frac{q+\sigma(\Omega_s+\Omega_t)}{2(\Omega_s+\Omega_t)d_sd_t}. \label{f}
\end{align}
The last step uses $\Omega_td_t-\Omega_sd_s=(\Omega_t-\Omega_s)[q+\sigma(\Omega_s+\Omega_t)]$. The difference $\Omega_t-\Omega_s$ has cancelled, so the formula also covers $s=t$ and degenerate RPA energies by continuity.

For the second, write $z^2=\Omega_s^2-(\Omega_s^2-z^2)$ in the numerator:
\begin{align}
g_{st}&\equiv T\!\left[\frac{z^2}{(\Omega_s^2-z^2)(\Omega_t^2-z^2)}\right]
=\frac{\Omega_s}{\Omega_t}f_{st}+\frac1{2\Omega_td_t}\nonumber\\
&=\frac{-\Omega_s[q+\sigma(\Omega_s+\Omega_t)]+(\Omega_s+\Omega_t)(q+\sigma\Omega_s)}{2\Omega_t(\Omega_s+\Omega_t)d_sd_t}
=\frac{q}{2(\Omega_s+\Omega_t)d_sd_t}. \label{g}
\end{align}
In the numerator every term cancels except $\Omega_tq$.

Now restore $m$ and define two symmetric matrices in the space of RPA excitations,
\begin{equation}
Q_{st}=\sum_m\frac{q_m\,a_{ms}a_{mt}}{\Omega_s+\Omega_t},\qquad R_{st}=\sum_m\sigma_m\,a_{ms}a_{mt}. \label{QR}
\end{equation}
Equations \eqref{dW}--\eqref{g} then give
\begin{equation}
d\Sigma_n=2\sum_{st}\left[Q_{st}\,y_s^TdD\,y_t-(Q+R)_{st}\,t_s^T(4dK+dD)t_t\right]. \label{dS}
\end{equation}
For a change of eigenvalues alone, $dK=0$ and $dD_{ia}=(V_{aa}-V_{ii})\,d\lambda$. Hence
\begin{align}
A_W&=\sum_{ia}\frac{\partial\Sigma_n}{\partial D_{ia}}\,(V_{aa}-V_{ii}),\label{AW}\\
\frac{\partial\Sigma_n}{\partial D_{ia}}&=2\sum_{st}\left[Q_{st}\,y_{ia,s}y_{ia,t}-(Q+R)_{st}\,t_{ia,s}t_{ia,t}\right].\label{dSdD}
\end{align}

A limit checks the signs. If $K$ is neglected in the screening, then $\Omega=D$, each excitation is a single pair, and $t=y$ is a unit vector. The $Q$ terms cancel, leaving $\partial\Sigma_n/\partial D_{ia}=-2\sum_m\sigma_m(nm|ia)^2/(q_m+\sigma_mD_{ia})^2$. This is the direct derivative of \eqref{sigma} in the same limit. Occupied $m$ make the response to a wider gap negative and empty $m$ make it positive, so in this limit its sign depends on which group dominates.

\section{Orbital rotation}

The orbitals enter in three places, and $A_{\rm orb}=A_F+A_{\rm out}+A_{\rm in}$.

First, consider $F_{nn}$. Rotating $\phi_n$ on both sides of the matrix element gives $2\sum_pU_{pn}F_{pn}$. Rotating the occupied orbitals in \eqref{fock} gives $\sum_{pj}U_{pj}[4(nn|pj)-2(np|jn)]$. For $p$ occupied, the bracket summed over both orders is symmetric in $p$ and $j$ while $U$ is antisymmetric, so these terms cancel. Only empty $p=a$ remain:
\begin{equation}
A_F=2\sum_pU_{pn}F_{pn}+\sum_{ia}U_{ai}\left[4(nn|ia)-2(ni|na)\right]. \label{AF}
\end{equation}
If the starting point is Hartree--Fock itself, $F_{pn}=0$ for $p\neq n$ and the first sum vanishes; the density term remains.

Second, $\phi_n$ and the orbitals $\phi_m$ of $G$ appear in the first pair of $(nm|ia)$. With $L$ fixed, the change of \eqref{sigma} is $4\sum_{ms}a_{ms}\,dw_{ms}$ with $t_s$ held fixed, so
\begin{equation}
A_{\rm out}=4\sum_{ms}a_{ms}\sum_{ia}t_{ia,s}\sum_p\left[U_{pn}(pm|ia)+U_{pm}(np|ia)\right]. \label{Aout}
\end{equation}

Third, the orbitals inside $W$ appear in the second pair of $(nm|ia)$ and in $K$. The coefficient of $dK$ is read from \eqref{dS}:
\begin{align}
A_{\rm in}={}&4\sum_{ms}a_{ms}\sum_{ia}t_{ia,s}\sum_p\left[U_{pi}(nm|pa)+U_{pa}(nm|ip)\right]\nonumber\\
&-8\sum_{st}(Q+R)_{st}\,t_s^TK't_t, \label{Ain}\\
K'_{ia,jb}={}&\sum_p\big[U_{pi}(pa|jb)+U_{pa}(ip|jb)\nonumber\\
&\qquad+U_{pj}(ia|pb)+U_{pb}(ia|jp)\big].\label{Kp}
\end{align}
Rotations among occupied orbitals matter here, unlike in the density, because $D_{ia}$ differs from one occupied orbital to another.

Near a degeneracy, $U_{pq}$ in \eqref{pt} can become large. The first-order change of these two orbitals, and with it the separation into parts, then holds only for changes $\delta\lambda$ with $|\delta\lambda\,V_{pq}|\ll|\varepsilon_p-\varepsilon_q|$. This bound concerns the parts and need not limit the total. If $p$ and $q$ are both occupied or both empty and neither is $n$, a rotation between them leaves $E_n$ unchanged when $\varepsilon_p=\varepsilon_q$. The coefficient of $U_{pq}$ in $A_{\rm orb}$ therefore vanishes with the gap, and $A_{\rm orb}$ stays finite. If one of the two orbitals is $n$ and no symmetry forbids their mixing, the coefficient does not vanish in general: $dE_n/d\lambda$ then grows as the inverse gap, and the bound limits the total as well.

A pole of $\Sigma_n$ near $E_n$ restricts the linear law for $E_n$ itself. Keep one pole of fixed strength $g^2$, let $x$ be the distance of $E_n$ from it, and collect the rest of \eqref{qp} in a quantity $\Delta$ taken as independent of frequency, so that $x=\Delta+g^2/x$. Then $dx/d\Delta=Z=x^2/(x^2+g^2)$ and $d^2x/d\Delta^2=2g^2x^3/(x^2+g^2)^3$. The curvature is largest in magnitude, $1/(4g)$, at $|x|=g$, and there the change of $\Delta$ must be small compared with $g$. For a weak pole this is a narrow range. For $|x|\ll g$ the $A$'s are large but $Z$ is small, and the solution simply follows the pole.

\section{A hybrid functional as the parameter}

Let $\lambda=\alpha$ be the fraction of exact exchange in $h=h^{\rm core}+v_{\rm H}+\alpha\Sigma_x+(1-\alpha)v_x+v_c$, where $\Sigma_x$ is the non-local exchange operator and $v_x,v_c$ are semilocal potentials. Differentiation gives
\begin{equation}
V=\Sigma_x-v_x+\mathcal R[\gamma'], \label{hyb}
\end{equation}
where $\mathcal R$ is the linear response of $v_{\rm H}+\alpha\Sigma_x+(1-\alpha)v_x+v_c$ to a change of the density matrix, and $\gamma'=2\sum_{ia}U_{ai}(\phi_a\phi_i+\phi_i\phi_a)$ is its derivative. Taking the $ai$ element of \eqref{hyb} and using $V_{ai}=-(\varepsilon_a-\varepsilon_i)U_{ai}$ from \eqref{pt},
\begin{equation}
(\varepsilon_a-\varepsilon_i)U_{ai}+\mathcal R[\gamma']_{ai}=-(\Sigma_x-v_x)_{ai}. \label{cpks}
\end{equation}
These are the coupled-perturbed Kohn--Sham equations. Their solution fixes $\gamma'$, then all of $V$ by \eqref{hyb}, and then every term of \eqref{main}.

\section{Worked example: the bromide ion}

The level is the highest occupied orbital (HOMO), $4p$, of Br$^-$, treated without relativity, with all electrons, in the aug-cc-pVDZ basis. The starting points are PBE hybrids around $\alpha=0.25$. The ion has a closed shell and is spherical for every $\alpha$, so $V$ is a multiple of the unit matrix within each degenerate shell. The basis has 36 functions, too few to converge either the electron affinity or its sensitivity to $\alpha$; the size of the basis effect is given after the first table. The empty levels of the anion are discretized continuum states and depend on the basis in particular.

At $\alpha=0.25$ the HOMO eigenvalue is $-1.04$~eV, $F_{nn}=-3.74$~eV and $E_n=-2.62$~eV. By \eqref{qp} the correlation self-energy is $-2.615+3.744=1.13$~eV. The weights $p_m$ sum to $0.1717$ over occupied and $0.0252$ over empty levels, so \eqref{Zsum} gives $Z=1/(1+0.1969)=0.8355$.

The HOMO eigenvalue changes by $-4.64$~eV per unit $\alpha$ and the lowest empty one by $+2.18$~eV. The contributions to $dE_n/d\alpha$, including $Z$, are as follows.

\begin{center}
\begin{tabular}{lr}
Contribution & eV per unit $\alpha$\\
\hline
Eigenvalues in $G$ & $-0.61$\\
Eigenvalues in $W$ & $-0.71$\\
Orbital rotation & $+0.28$\\
Total & $-1.04$
\end{tabular}
\end{center}

The total is 22\% of the derivative of the HOMO eigenvalue. These numbers are not converged in the basis. In aug-cc-pVTZ (59 functions), $E_n=-2.83$~eV and $Z=0.814$; the three parts become $-0.672$, $-0.756$ and $+0.255$, and the total $-1.17$~eV per unit $\alpha$, about a quarter of the derivative of the HOMO eigenvalue; the lowest empty level changes by $+1.77$ instead of $+2.18$~eV. Signs and relative order of the parts are the same in both bases. The values below refer to aug-cc-pVDZ. Finite differences of repeated self-consistent calculations confirm each of the three parts and the total in the numerical check.

The $G$ part consists of $-0.71$ from occupied and $+0.10$ from empty levels. If all levels moved with the HOMO, \eqref{shift} would give $0.164\times(-4.64)=-0.76$~eV. Relative to this estimate, the empty levels raise the value by $0.20$~eV, because their weighted average moves up instead of down, and the occupied levels lower it by $0.04$~eV.

For the $W$ part, a uniform widening of all gaps in $W$ changes $E_n$ by $-0.101$ times the widening. The gap between the HOMO and the lowest empty level grows by $2.18+4.64=6.81$~eV per unit $\alpha$ (from unrounded values). If all gaps grew at this rate, the contribution would be $-0.101\times6.81=-0.69$~eV, close to the computed $-0.71$~eV. Such closeness is not guaranteed, since the gaps do not all change at the same rate. Wider gaps in $W$ thus reduce the positive correlation term and lower the level.

The orbital part is a partial cancellation: $+0.43$ from the Fock term, $+0.09$ from the outer orbitals and $-0.24$ from the orbitals inside $W$. Leaving out orbital rotation would give $-1.32$~eV per unit $\alpha$, which is too large in magnitude by 27\% of the total.

The range of the linear law can be seen from full calculations at two other starting points.

\begin{center}
\begin{tabular}{cccc}
$\alpha$ & HOMO eigenvalue & linear $E_n$ & full $E_n$\\
\hline
0.00 & $+0.10$ eV & $-2.36$ eV & $-2.25$ eV\\
0.50 & $-2.22$ eV & $-2.87$ eV & $-2.81$ eV
\end{tabular}
\end{center}

At $\alpha=0$ the eigenvalue is positive, and the finite basis keeps the orbital localized; the $G_0W_0$ energy is nevertheless negative. The linear prediction is too low on both sides, by $0.11$ and $0.07$~eV. These errors are 29\% and 36\% of the actual changes from $\alpha=0.25$. Errors of equal sign on both sides indicate positive curvature. The central second difference is
\begin{equation}
\frac{-2.251-2.806+2(2.615)}{(0.25)^2}\ \text{eV}\approx2.8\ \text{eV}.
\end{equation}
For a step of $0.1$ in $\alpha$, the quadratic term is then about $\tfrac12(2.8)(0.1)^2=0.014$~eV, against a linear change of $0.10$~eV. In this example the derivative is a fair guide for steps of that size, while a step of $0.25$ calls for the second order or a new calculation.

\section*{Calculated quantities}
\begin{verbatim}
MODEL WITH RANDOM INTEGRALS (Hartree units)
pole form vs quadrature, largest difference: 2.1e-16
five derivative parts, largest difference: 2.6e-10
BROMIDE ION, aug-cc-pVDZ, PBE hybrid family
basis functions: 36, occupied orbitals: 18, transitions: 324
exact-exchange fraction alpha: 0.25
starting HOMO eigenvalue: -1.043 eV
starting LUMO eigenvalue: 6.489 eV
lowest RPA energy: 7.532 eV
Fock expectation value F_nn: -3.744 eV
G0W0 HOMO energy: -2.615 eV
Z: 0.8355
sum of G weights p_m, occupied: 0.1717
sum of G weights p_m, empty: 0.0252
DERIVATIVES (eV per unit alpha, factor Z included in parts)
HOMO eigenvalue: -4.635
LUMO eigenvalue: 2.179
eigenvalues in G: -0.6099 (finite difference -0.6099)
  from occupied levels: -0.7081
  from empty levels: 0.0982
eigenvalues in W: -0.7053 (finite difference -0.7053)
orbital rotation: 0.2797 (finite difference 0.2797)
  Fock part: 0.4254
  outer orbitals of the self-energy: 0.0910
  orbitals inside W: -0.2367
total: -1.0355 (finite difference -1.0356)
total / HOMO eigenvalue derivative: 0.2234
DIMENSIONLESS RESPONSES OF THE G0W0 HOMO ENERGY
rigid shift of all levels: 0.16448 (finite difference 0.16448)
uniform widening of gaps in W: -0.10069 (finite difference -0.10069)
LINEAR PREDICTION AGAINST FULL CALCULATION
alpha 0.00: eigenvalue 0.095 eV, linear -2.357 eV, full -2.251 eV
alpha 0.50: eigenvalue -2.221 eV, linear -2.874 eV, full -2.806 eV
\end{verbatim}
